**Flexible nuclear screening compared with the full Breit-Pauli mean field**

For a spherical, spin-averaged atom, the two-electron spin-orbit matrix equals the nuclear one times $-Q_{ab}/Z$, where $Z$ is the nuclear charge and $Q_{ab}$ belongs to a pair of radial functions. The program asserts the exchange weight 3/2 by explicit spin-orbital contraction, the closed form of the nuclear $p$ elements, and the direct screening by radial quadrature. It also asserts that one $Q_{ab}$ per radial pair rebuilds all one-centre elements of C and S, and that $Q$ tends to 0 for tight and to $Z$ for diffuse $p$ functions. Further assertions cover a contracted pair without a nuclear element, the directional $Q$ of a non-spherical density, and the cancellation of a distant neutral atom. For CS, the $\pi$ splitting with either primitive-wise interatomic rule is asserted to lie within 10% of the reference. The output gives 255.9 cm⁻¹ for both, against 255.5 cm⁻¹. Among the interatomic rules compared, primitive-wise screening with $s$ values taken from $p$ probes has the smallest valence-block error, though not the smallest error in every single element.

## Numerical verification

```python
"""Flexible nuclear screening of the two-electron spin-orbit interaction.

Result under test: for a spherical atom the Breit-Pauli mean-field matrix
    M = M1 + J - 3/2 (K - K^T),     h = (alpha^2/2) i M.s
equals M1 with the nuclear charge Z replaced by Z - Q_ab, where Q_ab belongs
to a pair of radial functions and does not depend on m.
M1: nuclear term; J, K: direct and exchange contractions of the two-electron
spin-orbit integrals with the spin-free density. Interatomic blocks of a
molecule need an extra rule; several are compared with the full mean field.
"""
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.linalg import block_diag
from pyscf import gto, scf

ALPHA = constants.fine_structure
WAVENUMBER = constants.physical_constants[
    'hartree-inverse meter relationship'][0] / 100
UNIT = 0.5 * ALPHA**2 * WAVENUMBER      # M in atomic units -> cm^-1
SO2E = 'int2e_p1vxp1'


def primitive_basis(symbol):
    found = set()
    for shell in gto.basis.load('cc-pvdz', symbol):
        for row in shell[1:]:
            if hasattr(row, '__len__'):
                found.add((shell[0], float(row[0])))
    ordered = sorted(found, key=lambda t: (t[0], -t[1]))
    return [[l, [exponent, 1.0]] for l, exponent in ordered]


def nuclear_term(mol, charge, origin):
    with mol.with_rinv_origin(origin):
        return -charge * mol.intor('int1e_prinvxp', comp=3)


def mean_field_2e(mol, densities):
    """Direct and exchange parts for all functions, for each density.
    Uses the antisymmetry of the integrals in the first index pair."""
    n, loc = mol.nao, mol.ao_loc_nr()
    direct = [np.zeros((3, n, n)) for _ in densities]
    k_part = [np.zeros((3, n, n)) for _ in densities]
    nb = mol.nbas
    for i in range(nb):
        a, b = loc[i], loc[i + 1]
        ni = b - a
        g = mol.intor(SO2E, comp=3, shls_slice=(i, i+1, i, nb, 0, nb, 0, nb))
        g = np.ascontiguousarray(g).reshape(3, ni, n - a, n, n)
        for J, K, D in zip(direct, k_part, densities):
            rows = (g.reshape(-1, n * n) @ D.ravel()).reshape(3, ni, n - a)
            J[:, a:b, a:] = rows
            J[:, b:, a:b] = -rows[:, :, ni:].transpose(0, 2, 1)
            flat = g.reshape(3 * ni, (n - a) * n, n)
            K[:, a:b] += np.matmul(D[a:].ravel(), flat).reshape(3, ni, n)
            if b < n:
                for m in range(ni):
                    K[:, b:] -= np.matmul(D[a + m], g[:, m, ni:])
    return [(J, -1.5 * (K - K.transpose(0, 2, 1)))
            for J, K in zip(direct, k_part)]


def block_2e(mol, P, D, density):
    """Two-electron term between functions of shell range P caused by a
    density that lives on shell range D."""
    loc = mol.ao_loc_nr()
    n_p, n_d = loc[P[1]] - loc[P[0]], loc[D[1]] - loc[D[0]]
    g = mol.intor(SO2E, comp=3, shls_slice=P + P + D + D)
    J = (g.reshape(-1, n_d * n_d) @ density.ravel()).reshape(3, n_p, n_p)
    g = mol.intor(SO2E, comp=3, shls_slice=P + D + D + P)
    K = np.matmul(density.ravel(), g.reshape(3 * n_p, n_d * n_d, n_p))
    K = K.reshape(3, n_p, n_p)
    return J - 1.5 * (K - K.transpose(0, 2, 1))


class SphericalAtom:
    """Spin-averaged, spherically averaged Hartree-Fock atom."""

    def __init__(self, symbol, filling):
        self.mol = mol = gto.M(atom=[[symbol, (0, 0, 0)]], verbose=0,
                               basis={symbol: primitive_basis(symbol)})
        self.symbol = symbol
        self.Z = int(mol.atom_charge(0))
        self.shell_l = [mol.bas_angular(i) for i in range(mol.nbas)]
        self.ao_l = np.concatenate([[l] * (2*l + 1) for l in self.shell_l])

        def get_occ(mo_energy=None, mo_coeff=None):
            occ = np.zeros(mo_coeff.shape[1])
            for l, shells in filling.items():
                share = ((mo_coeff[self.ao_l == l]**2).sum(0)
                         / (mo_coeff**2).sum(0))
                member = np.flatnonzero(share > 0.5)
                deg = 2 * l + 1
                for s, electrons in enumerate(shells):
                    occ[member[s*deg:(s + 1)*deg]] = electrons / deg
            return occ

        mf = scf.RHF(mol)
        mf.chkfile = None
        mf.init_guess = '1e'
        mf.conv_tol = 1e-10
        mf.max_cycle = 100
        mf.get_occ = get_occ
        mf.kernel()
        assert mf.converged
        self.density = np.asarray(mf.make_rdm1())
        self.occupied = mf.mo_coeff[:, mf.mo_occ > 0]
        self.M1 = nuclear_term(mol, self.Z, (0, 0, 0))
        self.J, self.X = mean_field_2e(mol, [self.density])[0]
        self.M2 = self.J + self.X
        self.px = np.flatnonzero(self.ao_l == 1)[0::3]
        # radial coefficients of the occupied p shells, innermost first
        triples = [c for c in self.occupied.T
                   if (c[self.ao_l == 1]**2).sum() > 0.5 * (c**2).sum()]
        self.radial = []
        for c in triples[::3]:
            u, s, _ = np.linalg.svd(c[self.ao_l == 1].reshape(-1, 3))
            self.radial.append(u[:, 0] * s[0])
        self.build_screening()

    def w(self, M, k=2):
        """Radial p matrix from component k (cyclic pair of p functions)."""
        return M[k][np.ix_(self.px + (k + 1) % 3, self.px + (k + 2) % 3)]

    def build_screening(self):
        """Q for every shell pair of equal l, read from ONE element each."""
        loc, n = self.mol.ao_loc_nr(), self.mol.nao
        self.Q = np.zeros((n, n))
        for i, li in enumerate(self.shell_l):
            for j, lj in enumerate(self.shell_l):
                if li == lj and li > 0:
                    blk = np.s_[loc[i]:loc[i+1], loc[j]:loc[j+1]]
                    one, two = self.M1[2][blk], self.M2[2][blk]
                    e = np.unravel_index(np.abs(one).argmax(), one.shape)
                    self.Q[blk] = -self.Z * two[e] / one[e]

    def orbital_Q(self, M, k=2):
        v = self.radial[-1]
        return -self.Z * (v @ self.w(M, k) @ v) / (v @ self.w(self.M1, k) @ v)

    def probe_Q(self, exponents):
        """Screening of p primitives with the given exponents."""
        probe = gto.M(atom=[[self.symbol, (0, 0, 0)]], verbose=0,
                      basis={self.symbol: [[1, [e, 1.0]] for e in exponents]})
        both = gto.conc_mol(self.mol, probe)
        nb = self.mol.nbas
        M2 = block_2e(both, (nb, nb + probe.nbas), (0, nb), self.density)
        M1 = nuclear_term(probe, self.Z, (0, 0, 0))
        return {float(probe.bas_exp(i)[0]):
                -self.Z * M2[2, 3*i, 3*i + 1] / M1[2, 3*i, 3*i + 1]
                for i in range(probe.nbas)}


# Spin average: explicit spin-orbital contraction against the 3/2 formula
small = gto.M(atom='C 0 0 0; O 0 0 1.1', basis='sto-3g', verbose=0)
n = small.nao
D = np.random.default_rng(1).normal(size=(n, n))
D = D + D.T
g = small.intor(SO2E, comp=3).reshape(3, n, n, n, n)
spin = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
one = np.eye(2)
O = (np.einsum('kijlm,kab,cd->iajblcmd', g, spin, one)
     + 2 * np.einsum('kijlm,ab,kcd->iajblcmd', g, one, spin))
O = O.reshape((2 * n,) * 4)
Ds = np.kron(D / 2, one)
F = (np.einsum('pqrt,rt->pq', O, Ds) + np.einsum('rtpq,rt->pq', O, Ds)
     - np.einsum('ptrq,rt->pq', O, Ds) - np.einsum('rqpt,rt->pq', O, Ds))
J, X = mean_field_2e(small, [D])[0]
G = sum(np.kron(J[k] + X[k], spin[k]) for k in range(3))
spin_error = np.abs(F - G).max() / np.abs(F).max()
assert spin_error < 1e-10
print(f'spin-average test, relative deviation: {spin_error:.1e}')

carbon = SphericalAtom('C', {0: [2, 2], 1: [2]})
sulfur = SphericalAtom('S', {0: [2, 2, 2], 1: [6, 4]})
atoms = (carbon, sulfur)

for at in atoms:
    # closed form of the one-electron radial matrix for p primitives
    ex = np.array([at.mol.bas_exp(i)[0] for i, l in enumerate(at.shell_l)
                   if l == 1])
    norm = np.sqrt(8 * (2 * ex)**2.5 / (3 * np.sqrt(np.pi)))
    total = ex[:, None] + ex[None, :]
    closed = at.Z * np.outer(norm, norm) / (2 * total)
    assert np.allclose(np.abs(at.w(at.M1)), closed, rtol=1e-8)
    # direct screening from the enclosed charge
    r = np.exp(np.linspace(np.log(1e-6), np.log(60.0), 8000))
    ao = at.mol.eval_gto('GTOval', np.outer(r, [1/3, 2/3, 2/3]))
    rho = np.einsum('gi,ij,gj->g', ao, at.density, ao)
    q = cumulative_trapezoid(4*np.pi * r**3 * rho, np.log(r), initial=0)
    assert abs(q[-1] - at.Z) < 1e-3
    weight = np.exp(-total[..., None] * r**2) * r**2
    gauss = 2 * total * trapezoid(weight * q, np.log(r), axis=-1)
    at.gauss_error = np.abs(gauss + at.Z * at.w(at.J) / at.w(at.M1)).max()
    assert at.gauss_error < 2e-3
    # one scalar per radial pair must rebuild every one-centre element
    at.screened = at.M1 * (1 - at.Q / at.Z)
    at.rebuild = (np.abs(at.screened - at.M1 - at.M2).max()
                  / np.abs(at.M2).max())
    assert at.rebuild < 1e-6
    # p probes: exponents of the s functions and the two limits
    s_exp = [float(at.mol.bas_exp(i)[0]) for i, l in enumerate(at.shell_l)
             if l == 0]
    table = at.probe_Q(s_exp + [1e7, 1e-5])
    at.tight, at.diffuse = table[1e7], table[1e-5]
    assert abs(at.tight) < 0.01 and abs(at.diffuse - at.Z) < 0.05
    at.Qs = np.array([table[e] for e in s_exp])
    at.Qdiag = np.diag(at.Q).copy()
    v = at.radial[-1]
    bare = abs(v @ at.w(at.M1) @ v) * UNIT
    full = abs(v @ at.w(at.M1 + at.M2) @ v) * UNIT
    qp = at.Qdiag[at.px]
    print(f'{at.symbol}: Z = {at.Z}, s,p,d primitives = '
          f'{[at.shell_l.count(l) for l in range(3)]}')
    print(f'  valence p constant, bare nucleus: {bare:.2f} cm^-1')
    print(f'  valence p constant, mean field:   {full:.2f} cm^-1')
    print(f'  valence p Q: direct {at.orbital_Q(at.J):.3f}, exchange '
          f'{at.orbital_Q(at.X):.3f}, total {at.orbital_Q(at.M2):.3f}')
    print(f'  p exponents: {ex.max():.3f} to {ex.min():.4f} bohr^-2')
    print(f'  Q of tightest, most diffuse p: {qp[ex.argmax()]:.3f}, '
          f'{qp[ex.argmin()]:.3f}; smallest {qp.min():.3f}')
    print(f'  Q of the d primitive: {at.Qdiag[at.ao_l == 2][0]:.3f}')
    print(f'  s functions by p probe: Q from {at.Qs.min():.3f} '
          f'to {at.Qs.max():.3f}')
    print(f'  probe Q at exponent 1e7: {at.tight:.5f}; '
          f'at 1e-5: {at.diffuse:.4f}')
    print(f'  rebuild error (relative) {at.rebuild:.1e}; '
          f'enclosed-charge error in Q {at.gauss_error:.1e}')

# A contracted pair without one-electron element keeps a two-electron one
inner, outer = sulfur.radial
w1, w2 = sulfur.w(sulfur.M1), sulfur.w(sulfur.M2)
other = inner - outer * (outer @ w1 @ inner) / (outer @ w1 @ outer)
left_1e = abs(outer @ w1 @ other) * UNIT
left_2e = abs(outer @ w2 @ other) * UNIT
assert left_1e < 1e-6 and left_2e > 1e-2
print(f'S contracted pair: 1e element {left_1e:.1e} cm^-1, '
      f'2e element {left_2e:.2f} cm^-1')

# Non-spherical density: both carbon 2p electrons along z
tilted = carbon.density.copy()
p_ao = np.flatnonzero(carbon.ao_l == 1)
z_only = np.kron(np.ones((len(carbon.px),) * 2), np.diag([0., 0., 3.]))
tilted[np.ix_(p_ao, p_ao)] *= z_only
Jt, Xt = mean_field_2e(carbon.mol, [tilted])[0]
Q_z, Q_x = carbon.orbital_Q(Jt + Xt, 2), carbon.orbital_Q(Jt + Xt, 0)
assert abs(Q_z - Q_x) > 0.01
print(f'C with 2p_z^2: Q for L_z {Q_z:.3f}, Q for L_x {Q_x:.3f}')


def carbon_sulfur(distance):
    return gto.M(atom=[['C', (0, 0, 0)], ['S', (0, 0, distance)]], verbose=0,
                 basis={s: primitive_basis(s) for s in ('C', 'S')})


# Neutral sulfur acting on the carbon one-centre block
BOND = 1.54
nc, nC = carbon.mol.nbas, carbon.mol.nao
for distance in (BOND, 6.0):
    pair = carbon_sulfur(distance)
    nuc = nuclear_term(pair, sulfur.Z, pair.atom_coord(1))[:, :nC, :nC]
    ele = block_2e(pair, (0, nc), (nc, pair.nbas), sulfur.density)
    c = carbon.occupied
    size_n = np.linalg.norm(c.T @ nuc @ c) * UNIT
    size_t = np.linalg.norm(c.T @ (nuc + ele) @ c) * UNIT
    print(f'S on C block at {distance:.2f} angstrom: nucleus {size_n:.4f}, '
          f'neutral atom {size_t:.6f} cm^-1 (norm)')
assert size_t / size_n < 0.01

# The molecule
mol = carbon_sulfur(BOND)
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
atomic_density = block_diag(carbon.density, sulfur.density)
M1 = mol.intor('int1e_pnucxp', comp=3)
results = mean_field_2e(mol, [np.asarray(mf.make_rdm1()), atomic_density])
reference = M1 + sum(results[0])
superposed = M1 + sum(results[1])

nocc = mol.nelectron // 2
e = mf.mo_energy
first = max(i for i in range(nocc - 1) if abs(e[i+1] - e[i]) < 1e-5)
pi = mf.mo_coeff[:, first:first + 2]
top = max(i for i in range(nocc) if i not in (first, first + 1))
sigma = mf.mo_coeff[:, top]
valence = mf.mo_coeff[:, 6:nocc + 2]
on_c = np.arange(mol.nao) < nC
same = on_c[:, None] == on_c[None, :]
c_block = np.outer(on_c, on_c)
s_block = np.outer(~on_c, ~on_c)


def raw_pi(M):
    return pi[:, 0] @ M[2] @ pi[:, 1] * UNIT


def raw_sigma(M):
    return np.array([sigma @ M[k] @ pi for k in range(3)]).ravel() * UNIT


pi_sign = np.sign(raw_pi(reference))
direction = raw_sigma(reference)
direction = direction / np.linalg.norm(direction)


def pair_of_values(M):
    """pi splitting and sigma-pi coupling, signed along the reference."""
    return pi_sign * raw_pi(M), raw_sigma(M) @ direction / np.sqrt(2)


print(f'CS at {BOND} angstrom, {mol.nao} functions, RHF energy '
      f'{mf.e_tot:.5f} hartree')
print(f'orbital energies: pi {e[first]:.4f}, sigma {e[top]:.4f} hartree')
print('columns: pi splitting, sigma-pi coupling, both in cm^-1')
one_centre = np.array([block_diag(carbon.screened[k], sulfur.screened[k])
                       for k in range(3)])
for name, M in (('bare nuclei, all blocks', M1),
                ('reference, all blocks', reference),
                ('reference, C block', reference * c_block),
                ('reference, S block', reference * s_block),
                ('reference, interatomic', reference * ~same),
                ('superposed density, all', superposed),
                ('screened C block', one_centre * c_block),
                ('screened S block', one_centre * s_block)):
    a, b = pair_of_values(M)
    print(f'  {name:26s}{a:10.3f}{b:10.3f}')

# Rules for the interatomic blocks, as charge fractions Q/Z per function
zeros, by_l, by_valence, by_function, with_s = [], [], [], [], []
for at in atoms:
    is_s, is_p = at.ao_l == 0, at.ao_l == 1
    zeros.append(np.zeros(at.mol.nao))
    parameters = np.minimum(np.array([0., 2., 10.])[at.ao_l], at.Z)
    by_l.append(parameters / at.Z)
    val = at.Qdiag.copy()
    val[is_p] = at.orbital_Q(at.M2)
    by_valence.append(val / at.Z)
    by_function.append(at.Qdiag / at.Z)
    probe = at.Qdiag.copy()
    probe[is_s] = at.Qs
    with_s.append(probe / at.Z)


def factor(fractions):
    root = np.sqrt(np.clip(np.concatenate(fractions), 0, None))
    return 1 - np.outer(root, root)


rules = {'omitted': np.zeros_like(M1[0]), 'unscreened': factor(zeros),
         'Boettger Q(l)': factor(by_l),
         'atomic valence Q per l': factor(by_valence),
         'atomic Q, Q_s = 0': factor(by_function),
         'atomic Q, Q_s by probe': factor(with_s)}
ref_norm = np.linalg.norm(valence.T @ (reference * ~same) @ valence) * UNIT
print(f'valence norm of reference interatomic block: {ref_norm:.3f} cm^-1')
print('interatomic rule: pi part, pi total, s-pi part, s-pi total, '
      'norm error (cm^-1)')
ref_pi = pair_of_values(reference)[0]
for name, f in rules.items():
    inter = M1 * f * ~same
    a, b = pair_of_values(inter)
    ta, tb = pair_of_values(inter + one_centre)
    err = np.linalg.norm(
        valence.T @ (inter - reference * ~same) @ valence) * UNIT
    print(f'  {name:24s}{a:9.3f}{ta:9.3f}{b:9.3f}{tb:9.3f}{err:9.3f}')
    if name.startswith('atomic Q'):
        assert abs(ta / ref_pi - 1) < 0.10
a, b = pair_of_values(M1 * factor(by_l))
print(f'Boettger Q(l) in all blocks: pi {a:.3f}, sigma-pi {b:.3f} cm^-1')
print('checks complete')
```

Output:

```
spin-average test, relative deviation: 4.1e-16
C: Z = 6, s,p,d primitives = [9, 4, 1]
  valence p constant, bare nucleus: 44.28 cm^-1
  valence p constant, mean field:   22.46 cm^-1
  valence p Q: direct 1.839, exchange 1.118, total 2.957
  p exponents: 9.439 to 0.1517 bohr^-2
  Q of tightest, most diffuse p: 1.940, 5.363; smallest 1.940
  Q of the d primitive: 4.247
  s functions by p probe: Q from 0.000 to 5.284
  probe Q at exponent 1e7: 0.00000; at 1e-5: 6.0004
  rebuild error (relative) 1.4e-16; enclosed-charge error in Q 5.7e-07
S: Z = 16, s,p,d primitives = [12, 8, 1]
  valence p constant, bare nucleus: 418.07 cm^-1
  valence p constant, mean field:   335.61 cm^-1
  valence p Q: direct 2.221, exchange 0.935, total 3.156
  p exponents: 399.700 to 0.1407 bohr^-2
  Q of tightest, most diffuse p: 0.469, 13.664; smallest 0.469
  Q of the d primitive: 12.933
  s functions by p probe: Q from 0.000 to 13.364
  probe Q at exponent 1e7: 0.00000; at 1e-5: 16.0004
  rebuild error (relative) 3.8e-15; enclosed-charge error in Q 1.4e-06
S contracted pair: 1e element 2.7e-13 cm^-1, 2e element 56.52 cm^-1
C with 2p_z^2: Q for L_z 3.239, Q for L_x 2.815
S on C block at 1.54 angstrom: nucleus 17.5137, neutral atom 0.670772 cm^-1 (norm)
S on C block at 6.00 angstrom: nucleus 1.1115, neutral atom 0.000000 cm^-1 (norm)
CS at 1.54 angstrom, 67 functions, RHF energy -435.33000 hartree
orbital energies: pi -0.4600, sigma -0.4681 hartree
columns: pi splitting, sigma-pi coupling, both in cm^-1
  bare nuclei, all blocks      325.123   207.091
  reference, all blocks        255.494   172.112
  reference, C block             4.736    -8.969
  reference, S block           250.867   183.185
  reference, interatomic        -0.109    -2.105
  superposed density, all      255.413   172.538
  screened C block               4.888    -8.651
  screened S block             250.814   183.092
valence norm of reference interatomic block: 6.980 cm^-1
interatomic rule: pi part, pi total, s-pi part, s-pi total, norm error (cm^-1)
  omitted                    -0.000  255.702    0.000  174.442    6.980
  unscreened                  3.022  258.724   -2.448  171.993   13.937
  Boettger Q(l)               2.257  257.959   -2.121  172.321   12.646
  atomic valence Q per l      1.938  257.640   -1.959  172.483   12.072
  atomic Q, Q_s = 0           0.241  255.943   -2.925  171.516    9.114
  atomic Q, Q_s by probe      0.241  255.943   -1.464  172.977    2.489
Boettger Q(l) in all blocks: pi 281.871, sigma-pi 184.326 cm^-1
checks complete
```
